\section*{Estimating pseudopotential cutoffs from Slater radii: 2p, 3p and 3d shells}

\section*{Problem}

A valence orbital is to be expanded in plane waves after its core region has been smoothed by a norm-conserving pseudopotential. Use the orbital radii given by Slater's rules for neutral atoms.

(a) Show how the required cutoff depends on the effective charge within one shell.

(b) Estimate its growth from boron to fluorine (2p), from silicon to chlorine (3p) and from scandium to zinc (3d).

(c) Explain why silicon to chlorine needs a much lower cutoff than the 2p elements.

(d) Compare the Slater radii with those of self-consistent atoms, and correct the estimate where they disagree.

\section*{Conventions}

Rydberg atomic units are used: lengths are in bohr, energies in Ry, and a plane wave of wave number $k$ has kinetic energy $k^2$. The radial function $u(r)$ is $r$ times the radial part of the orbital, with $\int_0^\infty u^2\,dr=1$. The radius $r_m$ is the position of the outermost maximum of $|u|$.

The cutoff $E_{\rm cut}=q_c^2$ is defined by a tolerance: plane waves with $k>q_c$ carry 0.1\,\% of the orbital's kinetic energy. This measures the smoothness of one orbital. It is not a convergence study of a total energy, in which errors of several orbitals combine and partly cancel in energy differences.

The orbital is smoothed inside a matching radius $r_c$, and $r_c=r_m$ is chosen for every element. Along the 3d row the configuration $3d^{Z-20}4s^2$ is kept throughout, which idealizes chromium and copper.

\section*{Solution}

\subsection*{Effective charges and radii}

In Slater's rules each other electron of the same group shields 0.35 of a nuclear charge. For an $s$ or $p$ electron, each electron one shell further in shields 0.85, and each deeper one shields 1. For a $d$ electron, every electron of the lower groups shields 1. The 4s electrons do not shield 3d. Counting the electrons gives
\begin{align}
Z_{\rm eff}(2p)&=Z-2(0.85)-0.35(Z-3),\\
Z_{\rm eff}(3p)&=Z-2-8(0.85)-0.35(Z-11),\\
Z_{\rm eff}(3d)&=Z-18-0.35(Z-21).
\end{align}
From one element to the next, $Z$ rises by 1 and the shielding by 0.35, so $Z_{\rm eff}$ rises by 0.65 in all three rows.

The Slater orbital of principal quantum number $n$ (here 2 or 3) is $u=N r^n e^{-\zeta r}$ with $\zeta=Z_{\rm eff}/n$. Its maximum follows from
\begin{equation}
\frac{d\ln u}{dr}=\frac{n}{r}-\zeta=0
\quad\Rightarrow\quad
r_m=\frac{n}{\zeta}=\frac{n^2}{Z_{\rm eff}} .
\end{equation}

\subsection*{From radius to cutoff}

Suppose that the orbitals of a shell differ only in size, $u(r)=a^{-1/2}f(r/a)$, where $a$ is a length and $f$ a fixed normalized shape. The momentum-space radial function is
\begin{equation}
\phi(k)=\sqrt{\tfrac{2}{\pi}}\int_0^\infty u(r)\,r\,j_l(kr)\,dr ,
\end{equation}
with $j_l$ the spherical Bessel function. Put $r=as$. The prefactor $a^{-1/2}$, the factor $r$ and the element $dr$ together give $a^{-1/2}\cdot a\cdot a=a^{3/2}$, so
\begin{equation}
\phi(k)=a^{3/2}g(ka),\qquad
g(x)=\sqrt{\tfrac{2}{\pi}}\int_0^\infty f(s)\,s\,j_l(xs)\,ds .
\end{equation}
The kinetic energy carried by wave numbers above $q$ contains $k^2$ from the energy and $k^2$ from the volume element. With $x=ka$,
\begin{equation}
T(q)=\int_q^\infty k^4\phi^2\,dk
=a^3a^{-5}\int_{qa}^\infty x^4g(x)^2\,dx
=\frac{G(qa)}{a^2}.
\label{eq:tail}
\end{equation}
The fraction $T(q)/T(0)=G(qa)/G(0)$ depends on $qa$ alone. A fixed fraction therefore fixes the number $\kappa=q_ca$. Taking $a=r_m$,
\begin{equation}
E_{\rm cut}=\frac{\kappa^2}{r_m^2}=\frac{\kappa^2}{n^4}\,Z_{\rm eff}^2 .
\label{eq:law}
\end{equation}
This answers (a), provided that the smoothing does not spoil the common shape.

\subsection*{Smoothing preserves the scaling}

Unsmoothed Slater orbitals already have a common shape within a shell. In the Troullier--Martins construction the part inside $r_c$ is replaced by
\begin{equation}
u(r)=r^{l+1}e^{p(r)},\qquad p(r)=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}.
\end{equation}
The seven coefficients are fixed by seven conditions: continuity of $u$ and its first four derivatives at $r_c$, an unchanged norm inside $r_c$, and zero curvature of the pseudopotential at the origin. To write out the last condition, invert the radial equation $-u''+[l(l+1)/r^2+V]u=\varepsilon u$, using $u''/u=(u'/u)'+(u'/u)^2$ and $u'/u=(l+1)/r+p'$:
\begin{align}
\frac{u''}{u}&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)}{r}p'+p'^2,\\
V&=\varepsilon+\frac{u''}{u}-\frac{l(l+1)}{r^2}
=\varepsilon+p''+\frac{2(l+1)}{r}p'+p'^2 ,
\end{align}
because $(l+1)^2-(l+1)=l(l+1)$. Insert $p'=2c_2r+4c_4r^3+\dots$ and $p''=2c_2+12c_4r^2+\dots$. The coefficient of $r^2$ in $V$ is
\begin{equation}
12c_4+8(l+1)c_4+4c_2^2=4\left[(2l+5)c_4+c_2^2\right]=0 .
\end{equation}
When all lengths are stretched by a factor $a$, $c_j$ changes by $a^{-j}$ (apart from a constant added to $c_0$ by normalization). Both terms in the bracket then change by $a^{-4}$, and the condition stays satisfied. Matching and norm conservation also survive the stretching if $r_c$ is stretched with the orbital. The conditions are nonlinear and may have several solutions; the one with the smallest $|c_2|r_c^2$ is taken, a choice that does not depend on scale. Hence equation~(\ref{eq:law}) holds for the smoothed orbitals when $r_c/r_m$ is the same for all elements of the row. If one $r_c$ were kept along the row, the shape would change and the law would no longer follow.

\subsection*{Growth along the three rows}

In the ratio of two elements of one row, $\kappa$ and $n$ cancel:
\begin{align}
\text{B}\to\text{F}:&\quad (5.20/2.60)^2=4.00,\\
\text{Si}\to\text{Cl}:&\quad (6.10/4.15)^2=2.16,\\
\text{Sc}\to\text{Zn}:&\quad (8.85/3.00)^2=8.70 .
\end{align}
The absolute scale requires $\kappa$. Smoothing each Slater orbital and transforming it numerically gives $\kappa=8.41$ for 2p, 5.71 for 3p and 9.99 for 3d. For fluorine, for example,
\begin{equation}
r_m=\frac{4}{5.20}=0.769,\qquad
E_{\rm cut}=\left(\frac{8.41}{0.769}\right)^2\approx 120\ \text{Ry},
\end{equation}
or about 1.6 keV. The table lists the ends of the rows. Its last two columns belong to part (d): $r_m^{\rm sc}$ is the radius in a self-consistent atom, and $E^{\rm sc}=(\kappa/r_m^{\rm sc})^2$ uses that radius with the same $\kappa$.

\begin{center}
\begin{tabular}{lccccc}
\hline
 & $Z_{\rm eff}$ & $r_m$ & $E_{\rm cut}$ & $r_m^{\rm sc}$ & $E^{\rm sc}$\\
 & & (bohr) & (Ry) & (bohr) & (Ry)\\
\hline
B, 2p  & 2.60 & 1.54 & 30  & 1.58 & 28\\
F, 2p  & 5.20 & 0.77 & 120 & 0.70 & 143\\
Si, 3p & 4.15 & 2.17 & 7   & 2.17 & 7\\
Cl, 3p & 6.10 & 1.48 & 15  & 1.43 & 16\\
Sc, 3d & 3.00 & 3.00 & 11  & 1.10 & 83\\
Zn, 3d & 8.85 & 1.02 & 97  & 0.56 & 316\\
\hline
\end{tabular}
\end{center}

Within a row it is $\sqrt{E_{\rm cut}}$, not $E_{\rm cut}$, that rises in equal steps, since it is proportional to $Z_{\rm eff}$. The relative increase per element therefore shrinks: from B to C the cutoff grows by $(3.25/2.60)^2=1.56$, from O to F by $(5.20/4.55)^2=1.31$.

The cost grows faster than the cutoff. In a cell of volume $\Omega$ there are $\Omega/(2\pi)^3$ plane waves per unit volume of $k$ space, so a sphere of radius $q_c$ holds $\Omega q_c^3/(6\pi^2)$ of them. A fourfold cutoff means $4^{3/2}=8$ times as many plane waves in the same cell.

\subsection*{A fixed error in Ry}

A second natural criterion fixes the kinetic energy left out, $T(q_c)=\delta$, instead of its fraction. Equation~(\ref{eq:tail}) then gives
\begin{equation}
G(q_ca)=\delta a^2 .
\end{equation}
For a smaller orbital the right-hand side is smaller. Since $G$ decreases with its argument, $q_ca$ must be larger. The number $\kappa$ now rises along the row, and the cutoff grows faster than $Z_{\rm eff}^2$. With $\delta=0.01$ Ry per orbital the growth factors become 5.3 for B to F, 2.5 for Si to Cl and 13 for Sc to Zn. The squared effective charge is thus the law for a fixed relative accuracy, and a lower limit on the growth for a fixed absolute one, within this model.

\subsection*{Why silicon to chlorine stays soft}

The effective charge alone would suggest the opposite: chlorine has 6.10, fluorine 5.20. Two factors in equation~(\ref{eq:law}) outweigh this. The first is the radius, through $n^4$:
\begin{equation}
\left(\frac{r_m(\text{Cl})}{r_m(\text{F})}\right)^2
=\frac{81}{16}\left(\frac{5.20}{6.10}\right)^2=3.68 .
\end{equation}
The second is the shape, through $\kappa^2$: $(8.41/5.71)^2=2.17$. Their product, 8.0, is the ratio of the cutoffs, 120 Ry to 15 Ry. The shape factor depends on the tolerance; at a 5\,\% tolerance the cutoffs are 41.7 and 7.2 Ry, which leaves a shape factor of $5.8/3.68\approx1.6$. The radius factor does not depend on it. In the Slater model boron shows the shape factor almost alone: its radius is close to that of chlorine, yet its cutoff is twice as high. The shape factor was found numerically for the smoothed Slater orbitals; no formula for it is derived here, and its value is particular to that shape. For the self-consistent orbitals described below, smoothed at their own $r_m$, the ratio of the F and Cl cutoffs at 0.1\,\% is about 6.3, made of 4.1 from the radius and 1.5 from the shape; at 5\,\% their shape factor is about 2.1.

These numbers presuppose that the 3p orbital can be replaced by a function without a node. The true 3p orbital has one. It solves the same radial equation as the 2p core orbital at a different energy, and the two are orthogonal:
\begin{equation}
\int_0^\infty u_{2p}\,u_{3p}\,dr=0 .
\end{equation}
Since $u_{2p}$ has one sign, $u_{3p}$ must change sign. Close to the nucleus the potential is much deeper than the energy difference between the two states, so there $u_{3p}$ is nearly proportional to $u_{2p}$. Its inner lobe varies on the short length scale of the core. The pseudopotential removes this lobe and keeps the wide outer one.

For 2p there is no lower $p$ state, and for 3d no lower $d$ state. These orbitals have no node to remove. Their single lobe is itself compact, and norm conservation requires its charge inside $r_c$ to remain there.

The gain can be seen at a 5\,\% kinetic tolerance. The all-electron orbitals, taken from the self-consistent atoms described below, need 86 Ry for F 2p and about 310 Ry for Cl 3p (307 Ry when wave numbers are cut off at 40 bohr$^{-1}$, as in the output below, and 313 Ry when the full tail is kept). The smoothed Slater orbitals need 42 and 7.2 Ry. For chlorine the ratio is about forty, far more than the difference between the two sets of orbitals could explain: it is the effect of removing the inner lobe. For fluorine the ratio is only about two, and part of it arises because the Slater orbital is wider and has a different shape, so smoothing itself gains less than this. Smoothing the self-consistent orbitals themselves at $r_m$ gives 7.8 Ry for Cl and 66 Ry for F, gains of about 40 and 1.3. Without smoothing, chlorine would be the harder of the two; with it, chlorine is the softer.

\subsection*{Self-consistent radii}

The reference atoms are spherical, spin-restricted and non-relativistic, with exchange in the local-density approximation and no correlation. They are a check on Slater's rules, not a substitute for experiment.

At the ends of the 2p and 3p rows the Slater radii agree with the self-consistent ones within 10\,\%. Small errors are doubled in the square, however. The growth of $1/r_m^2$ from B to F is 5.0 instead of 4.0, and from Si to Cl 2.3 instead of 2.16.

For 3d the rules fail quantitatively. The Slater radius is too large by a factor of 2.7 for Sc and 1.8 for Zn, relative to the self-consistent radius. Because the error is larger at the start of the row, the growth is exaggerated: the self-consistent radii give
\begin{equation}
\left(\frac{1.097}{0.562}\right)^2\approx3.8
\end{equation}
in place of 8.7.

The main cause is the assumption that all 18 core electrons shield the 3d electron fully. In a spherical atom, charge outside a given radius exerts no force at that radius. The self-consistent densities place 14.0 core electrons inside the 3d maximum of Sc and 12.5 inside that of Zn, because the 3d maximum lies in the same region as the 3s and 3p shells, and part of their charge is further out. Returning the missing shielding to Slater's charges gives roughly
\begin{align}
\text{Sc}:&\quad 3.00+(18-14.0)=7.0,\\
\text{Zn}:&\quad 8.85+(18-12.5)\approx14.4 ,
\end{align}
and a growth of $(14.4/7.0)^2\approx4.2$, close to the 3.8 found from the radii. With these charges the radii $9/Z_{\rm eff}$ become 1.29 and 0.63 bohr, against 1.10 and 0.56 in the self-consistent atoms, so most of the discrepancy is removed, though not all of it. The correction more than doubles the small charge of Sc but raises that of Zn by only about 60\,\%.

The last column of the table still assumes the Slater shape and its $\kappa$. Smoothed self-consistent orbitals have a different shape, so the column shows the effect of the radius alone, not their actual cutoffs. Smoothed at their own $r_m$, they need about 35, 170, 8, 27, 110 and 390 Ry for B, F, Si, Cl, Sc and Zn at the 0.1\,\% tolerance, higher than the column in every case. The growth is then 4.9 for B to F, 3.4 for Si to Cl and 3.6 for Sc to Zn. For 3p the shape is not common along the row: $\kappa$ is 6.1 for Si and 7.4 for Cl. A measure free of this assumption is the 5\,\% cutoff of the nodeless all-electron orbitals themselves. It grows by 4.4 from B to F and by 3.0 from Sc to Zn; at a 1\,\% tolerance the factors are 4.1 and 2.9.

\subsection*{Answer}

At fixed relative accuracy and fixed $r_c/r_m$, the cutoff of the model orbitals grows as $Z_{\rm eff}^2$. From B to F this means a factor of 4; self-consistent radii and unsmoothed self-consistent orbitals give 4 to 5. From Sc to Zn Slater's rules give 8.7, while the same two measures give about 3 to 4, starting from a much smaller radius at Sc. From Si to Cl the Slater model gives a factor of 2.2 and at most 15 Ry (about 200 eV). The cutoff is low because the 3p orbital is wide and its hard inner lobe has been removed. Self-consistent 3p orbitals have a different shape that changes along the row, so these two numbers do not carry over to them: smoothed in the same way, they give a factor of about 3.4 and 27 Ry for Cl, still far below the 170 Ry of F.

The absolute cutoffs belong to the Slater shape, the choice $r_c=r_m$ and the 0.1\,\% tolerance; changing any of these changes $\kappa$. Practical pseudopotentials for 2p and 3d orbitals usually take $r_c$ well beyond $r_m$ and not in a fixed ratio to it, so these numbers are not the cutoffs of production calculations. They describe the $p$ or $d$ orbital named, and a calculation must also converge the other orbitals it treats as valence. The numerical output below lists the intermediate elements.

\section*{Computed values}
\begin{verbatim}
Slater model, kinetic tolerance 0.1 %
atom shell  Z_eff   r_m (bohr)  E_cut (Ry)
B    2p     2.60    1.538       29.89
C    2p     3.25    1.231       46.70
N    2p     3.90    1.026       67.25
O    2p     4.55    0.879       91.54
F    2p     5.20    0.769      119.56
kappa for 2p: 8.411 (pure number)
Si   3p     4.15    2.169        6.92
P    3p     4.80    1.875        9.26
S    3p     5.45    1.651       11.94
Cl   3p     6.10    1.475       14.95
kappa for 3p: 5.706 (pure number)
Sc   3d     3.00    3.000       11.09
Ti   3d     3.65    2.466       16.42
V    3d     4.30    2.093       22.78
Cr   3d     4.95    1.818       30.19
Mn   3d     5.60    1.607       38.64
Fe   3d     6.25    1.440       48.13
Co   3d     6.90    1.304       58.66
Ni   3d     7.55    1.192       70.24
Cu   3d     8.20    1.098       82.85
Zn   3d     8.85    1.017       96.51
kappa for 3d: 9.991 (pure number)
B->F growth: Z_eff^2 4.00, computed 4.00
  at 0.01 Ry left: 21.02 -> 111.94 Ry, factor 5.32
Si->Cl growth: Z_eff^2 2.16, computed 2.16
  at 0.01 Ry left: 4.73 -> 11.74 Ry, factor 2.48
Sc->Zn growth: Z_eff^2 8.70, computed 8.70
  at 0.01 Ry left: 7.19 -> 94.51 Ry, factor 13.15
E_cut in eV: B 407, F 1627, Si 94, Cl 203, Sc 151, Zn 1313
Self-consistent atoms: r_m (bohr), Slater r_m / this r_m
B   1.578  0.97
F   0.704  1.09
Si  2.165  1.00
Cl  1.429  1.03
Sc  1.097  2.74
Zn  0.562  1.81
B->F growth of 1/r_m^2, self-consistent: 5.03
Si->Cl growth of 1/r_m^2, self-consistent: 2.30
Sc->Zn growth of 1/r_m^2, self-consistent: 3.80
Sc: core electrons inside 3d r_m: 14.0 of 18
Zn: core electrons inside 3d r_m: 12.5 of 18
All-electron 5 % cutoff growth: B->F 4.38, Sc->Zn 3.03
F 5 % cutoff (Ry): all-electron 86.4, pseudo 41.7
Cl 5 % cutoff (Ry): all-electron 306.9, pseudo 7.2
\end{verbatim}
